# Cody Law for the Urbach Energy from Static and Thermal Displacements: a program that tests the result

```python
"""Test of the Cody temperature law for the Urbach energy E_U.

Premise: E_U = K <x^2>, x = displacement from the ideal site (one coordinate).
Each atom oscillates about a frozen equilibrium displacement s.
Result under test:
  E_U(T) = (kB Theta / sigma0) * [ (1 + X)/2 + 1/(exp(Theta/T) - 1) ]
  kB Theta = hbar omega, u0^2 = hbar/(2 M omega) (zero-point mean square),
  X = <s^2>/u0^2, sigma0 = M omega^2 / K.
The independent road diagonalizes the Hamiltonian of each displaced
oscillator on a grid and takes Boltzmann averages of x^2.
Internal units: eV, angstrom, kelvin.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const

# Model parameters
mass_u = 70.0
quantum = 0.025                       # hbar omega, eV
K = 10.0                              # eV per square angstrom
static_shift = np.array([-0.06, 0.04, 0.08])
site_weight = np.array([0.50, 0.25, 0.25])

kB = const.k / const.e
hbar2_over_M = const.hbar**2 / (mass_u * const.atomic_mass) / const.e * 1e20
stiffness = quantum**2 / hbar2_over_M           # M omega^2
zero_point_sq = hbar2_over_M / (2 * quantum)    # u0^2
theta = quantum / kB
static_sq = float(site_weight @ static_shift**2)
X = static_sq / zero_point_sq
sigma0 = stiffness / K
structural = K * static_sq


def cody(T):
    """Urbach energy from the derived law."""
    bose = 0.0 if T == 0 else 1 / np.expm1(theta / T)
    return kB * theta / sigma0 * ((1 + X) / 2 + bose)


# Grid Hamiltonian in a sinc basis
spacing = 0.008
grid = spacing * np.arange(-125, 126)
index = np.arange(grid.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (-1.0)**np.abs(diff) * hbar2_over_M / (2 * spacing**2)


@lru_cache(maxsize=None)
def solve(shift, quartic):
    """Levels and moments in a well whose minimum a frozen force puts at shift."""
    force = stiffness * shift + 4 * quartic * shift**3
    potential = stiffness * grid**2 / 2 + quartic * grid**4 - force * grid
    energy, state = np.linalg.eigh(kinetic + np.diag(potential))
    density = state**2
    return energy, grid @ density, grid**2 @ density


def moments(shift, T, quartic=0.0):
    """Thermal averages <x> and <x^2>."""
    energy, x1, x2 = solve(float(shift), float(quartic))
    if T == 0:
        return x1[0], x2[0]
    p = np.exp(-(energy - energy[0]) / (kB * T))
    p /= p.sum()
    return p @ x1, p @ x2


def urbach_grid(T, shifts=static_shift):
    """Urbach energy from the premise, by diagonalization."""
    return K * sum(w * moments(s, T)[1] for w, s in zip(site_weight, shifts))


print("INPUTS")
print(f"mass = {mass_u:.0f} u")
print(f"oscillator quantum = {1e3*quantum:.1f} meV")
print(f"K = {K:.1f} eV/A^2")
for s, w in zip(static_shift, site_weight):
    print(f"static displacement {s:+.2f} A, site fraction {w:.2f}")
print("DERIVED PARAMETERS")
print(f"mean static displacement = {abs(site_weight @ static_shift):.4f} A")
print(f"static mean square = {static_sq:.6f} A^2")
print(f"zero-point mean square u0^2 = {zero_point_sq:.6f} A^2")
print(f"Einstein temperature = {theta:.2f} K")
print(f"force constant M omega^2 = {stiffness:.3f} eV/A^2")
print(f"sigma0 = {sigma0:.4f} (dimensionless)")
print(f"X = {X:.4f} (dimensionless)")
print(f"structural term = {1e3*structural:.3f} meV")
print(f"zero-point term = {1e3*K*zero_point_sq:.3f} meV")

# The full law against diagonalization
print("URBACH ENERGY: T (K), vibrational term, Cody law, grid result (meV)")
for T in (0, 50, 100, 200, 300, 400, 600, 1000):
    law, direct = cody(T), urbach_grid(T)
    assert abs(law - direct) < 1e-8, (T, law, direct)
    print(f"{T:5d} {1e3*(law-structural):9.3f} {1e3*law:9.3f} {1e3*direct:9.3f}")

# The cross term vanishes at every site of the harmonic model
for s in static_shift:
    assert abs(moments(s, 300)[0] - s) < 1e-9

# Low-temperature rise
T_low = 50.0
rise = urbach_grid(T_low) - urbach_grid(0)
rise_law = 2 * K * zero_point_sq * np.exp(-theta / T_low)
# the neglected next term is smaller by exp(-theta/T), about 0.3 percent
assert abs(rise / rise_law - 1) < 0.005
print("LIMITS")
print(f"rise from 0 to 50 K, grid = {1e3*rise:.5f} meV")
print(f"rise from 0 to 50 K, leading term = {1e3*rise_law:.5f} meV")

# High-temperature line through two grid results
T1, T2 = 900.0, 1000.0
E1, E2 = urbach_grid(T1), urbach_grid(T2)
slope = (E2 - E1) / (T2 - T1)
intercept = E1 - slope * T1
correction = kB * theta**2 / (12 * sigma0) * (1 / T1 + 1 / T2)
# the next term of the expansion changes the intercept by some 0.005 meV
assert abs(intercept - structural - correction) < 1e-5
assert abs(slope / (kB / sigma0) - 1) < 0.02
print(f"slope between 900 and 1000 K, grid = {1e3*slope:.5f} meV/K")
print(f"classical slope kB/sigma0 = {1e3*kB/sigma0:.5f} meV/K")
print(f"intercept of that line at T=0, grid = {1e3*intercept:.3f} meV")
print(f"predicted excess over structural term = {1e3*correction:.3f} meV")

# Rigid shift between samples that differ only in static disorder
print("HALVED STATIC DISPLACEMENTS")
for T in (50, 600):
    drop = urbach_grid(T) - urbach_grid(T, static_shift / 2)
    assert abs(drop - 0.75 * structural) < 1e-8
    print(f"drop of Urbach energy at {T} K, grid = {1e3*drop:.3f} meV")

# Temperature at which structural and vibrational terms are equal
T_equal = theta / (2 * np.arctanh(1 / X))
assert abs(urbach_grid(T_equal) - 2 * structural) < 1e-8
print(f"temperature of equal terms = {T_equal:.1f} K")

# Additivity fails in a quartic well with the same static minima
quartic = stiffness * 1.0             # eV/A^4: stiffness times 1 per A^2
T = 300
reference = moments(0.0, T, quartic)[1]
cross = variance_change = total = 0.0
for s, w in zip(static_shift, site_weight):
    x1, x2 = moments(s, T, quartic)
    cross += w * K * 2 * s * (x1 - s)
    variance_change += w * K * (x2 - 2 * s * x1 + s**2 - reference)
    total += w * K * (x2 - s**2 - reference)
assert cross < 0 and variance_change < 0 and total < -1e-3
print("QUARTIC WELL AT 300 K")
print(f"quartic coefficient = {quartic:.3f} eV/A^4")
print(f"quartic/harmonic energy at 0.1 A = {quartic*0.1**2/(stiffness/2):.3f}")
print(f"vibrational term without static shift = {1e3*K*reference:.3f} meV")
print(f"departure from additivity = {1e3*total:.3f} meV")
print(f"  part from cross term 2s<u> = {1e3*cross:.3f} meV")
print(f"  part from change of <u^2> = {1e3*variance_change:.3f} meV")

print("PASS")
```

Running it gives:

```
INPUTS
mass = 70 u
oscillator quantum = 25.0 meV
K = 10.0 eV/A^2
static displacement -0.06 A, site fraction 0.50
static displacement +0.04 A, site fraction 0.25
static displacement +0.08 A, site fraction 0.25
DERIVED PARAMETERS
mean static displacement = 0.0000 A
static mean square = 0.003800 A^2
zero-point mean square u0^2 = 0.001194 A^2
Einstein temperature = 290.11 K
force constant M omega^2 = 10.466 eV/A^2
sigma0 = 1.0466 (dimensionless)
X = 3.1817 (dimensionless)
structural term = 38.000 meV
zero-point term = 11.943 meV
URBACH ENERGY: T (K), vibrational term, Cody law, grid result (meV)
    0    11.943    49.943    49.943
   50    12.016    50.016    50.016
  100    13.332    51.332    51.332
  200    19.258    57.258    57.258
  300    26.596    64.596    64.596
  400    34.365    72.365    72.365
  600    50.360    88.360    88.360
 1000    82.912   120.912   120.912
LIMITS
rise from 0 to 50 K, grid = 0.07237 meV
rise from 0 to 50 K, leading term = 0.07215 meV
slope between 900 and 1000 K, grid = 0.08170 meV/K
classical slope kB/sigma0 = 0.08234 meV/K
intercept of that line at T=0, grid = 39.215 meV
predicted excess over structural term = 1.219 meV
HALVED STATIC DISPLACEMENTS
drop of Urbach energy at 50 K, grid = 28.500 meV
drop of Urbach energy at 600 K, grid = 28.500 meV
temperature of equal terms = 445.9 K
QUARTIC WELL AT 300 K
quartic coefficient = 10.466 eV/A^4
quartic/harmonic energy at 0.1 A = 0.020
vibrational term without static shift = 25.863 meV
departure from additivity = -2.925 meV
  part from cross term 2s<u> = -2.059 meV
  part from change of <u^2> = -0.866 meV
PASS
```
